# Topping depolarisation in a square lattice of interface dipoles: a program that tests the result

```python
"""
Result under test: point dipoles normal to a square lattice of spacing a,
with polarisability volume alpha, depolarise each other according to
    p = p0 / (1 + x),   x = alpha * S / a**3,
    S = sum over lattice sites (i, j) != (0, 0) of (i*i + j*j)**(-3/2).
p0: moment of one isolated unit; p: moment of a unit within the layer.
For a = 4 angstrom and alpha = 5 angstrom^3 the factor p0/p is about 1.7.
Lattice sums use a = 1; dipole fields use units with 4*pi*eps0 = 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import minimize_scalar

ROOT2 = np.sqrt(2.0)


def square_sites(n):
    """Squared distances of all sites with |i|, |j| <= n, origin included."""
    k = np.arange(-n, n + 1, dtype=float)
    return (k[:, None]**2 + k[None, :]**2).ravel()


def tail(half_side):
    """Estimated sum of r**-3 over sites outside a square."""
    return 4*ROOT2/half_side - 5*ROOT2/(12*half_side**3)


def direct_sum(n):
    r2 = square_sites(n)
    return np.sum(r2[r2 > 0]**-1.5)


def lattice_sum(n):
    return direct_sum(n) + tail(n + 0.5)


# ---- Lattice sum: direct sum with tail against zeta functions ----
S = lattice_sum(100)
s = mp.mpf(3)/2
beta = mp.mpf(4)**(-s)*(mp.zeta(s, mp.mpf(1)/4) - mp.zeta(s, mp.mpf(3)/4))
S_zeta = float(4*mp.zeta(s)*beta)
assert abs(S - S_zeta) < 1e-7

# Cartesian quadrature of the two integrals outside a square.
# Substitution x = 1/u, y = v/u maps one eighth of the region to a rectangle.
L_test = 2.5
int3 = 8*dblquad(lambda v, u: (1 + v*v)**-1.5, 0, 1/L_test, 0, 1)[0]
int5 = 8*dblquad(lambda v, u: u*u*(1 + v*v)**-2.5, 0, 1/L_test, 0, 1)[0]
assert abs(int3 - 4*ROOT2/L_test) < 1e-8
assert abs(9/24*int5 - 5*ROOT2/(12*L_test**3)) < 1e-8

# ---- Inputs of the worked example ----
a = 4.0             # angstrom
alpha = 5.0         # angstrom^3
p0_debye = 0.5      # normal component, debye
temperature = 298.0  # kelvin
x = alpha*S/a**3
factor = 1 + x
assert 1.65 < factor < 1.75


# ---- Dipole field against the Coulomb field of two charges ----
def dipole_field(p, r):
    d = np.linalg.norm(r)
    return 3*r*np.dot(p, r)/d**5 - p/d**3


def pair_field(p, r, length):
    """Field of charges +q and -q separated by length along p."""
    size = np.linalg.norm(p)
    shift = 0.5*length*p/size
    rp, rm = r - shift, r + shift
    return size/length*(rp/np.linalg.norm(rp)**3 - rm/np.linalg.norm(rm)**3)


for p_test in (np.array([0., 0., 1.]), np.array([0.6, 0., 0.8])):
    r_test = np.array([1.3, 0.7, 0.0])
    assert np.allclose(dipole_field(p_test, r_test),
                       pair_field(p_test, r_test, 1e-3), atol=1e-5)


# ---- Finite patches of fully coupled vector dipoles ----
def patch_response(m, p_start):
    """Moment at the centre of an m by m patch, all components coupled."""
    k = np.arange(m) - m//2
    gx, gy = np.meshgrid(k, k, indexing="ij")
    pos = np.stack([gx.ravel(), gy.ravel(), 0*gx.ravel()], axis=1).astype(float)
    sep = pos[:, None, :] - pos[None, :, :]
    dist = np.sqrt(np.sum(sep**2, axis=2))
    np.fill_diagonal(dist, np.inf)
    count = m*m
    matrix = np.zeros((count, 3, count, 3))
    for c in range(3):
        for d in range(3):
            block = 3*sep[:, :, c]*sep[:, :, d]/dist**5
            if c == d:
                block = block - 1/dist**3
            matrix[:, c, :, d] = -alpha/a**3*block
    matrix = matrix.reshape(3*count, 3*count)
    matrix[np.diag_indices(3*count)] += 1
    moments = np.linalg.solve(matrix, np.tile(p_start, count)).reshape(count, 3)
    return moments[count//2]


start = np.array([1.0, 0.0, 1.0])
small, large = patch_response(17, start), patch_response(33, start)
L1, L2 = 8.5, 16.5
normal_patch = (L2/large[2] - L1/small[2])/(L2 - L1)
inplane_patch = (L2*large[0] - L1*small[0])/(L2 - L1)
inplane_gain = 1/(1 - x/2)
assert abs(normal_patch - factor) < 0.01      # remaining edge effect
assert abs(inplane_patch - inplane_gain) < 0.03  # remaining edge effect
# A normal starting moment must give the same normal result: decoupling.
only_normal = patch_response(17, np.array([0.0, 0.0, 1.0]))
assert abs(only_normal[2] - small[2]) < 1e-10
assert np.max(np.abs(only_normal[:2])) < 1e-10

# ---- Moments, field, potential step and energy in SI ----
debye = 1e-21/const.c                       # C m
ang = const.angstrom
four_pi_eps = 4*np.pi*const.epsilon_0
p0 = p0_debye*debye
p = p0/factor
field = S*p/(four_pi_eps*(a*ang)**3)       # magnitude, V/m
step0 = p0/(const.epsilon_0*(a*ang)**2)    # volts, same number in eV
step = p/(const.epsilon_0*(a*ang)**2)


def site_energy(ratio):
    """Energy per site in units p0**2/(4 pi eps0 angstrom**3)."""
    return 0.5*(ratio**2*S/a**3 + (ratio - 1)**2/alpha)


best = minimize_scalar(site_energy, bounds=(0, 1), method="bounded",
                       options={"xatol": 1e-10})
assert abs(best.x - 1/factor) < 1e-6
energy = 0.5*p0*field
energy_min = best.fun*p0**2/(four_pi_eps*ang**3)
assert abs(energy_min/energy - 1) < 1e-8
kT = const.k*temperature

# Potential far above the layer: each side carries half of the step.
z_far, n_far = 3.0, 300
half_step = np.sum(z_far/(square_sites(n_far) + z_far**2)**1.5)
half_step += z_far*tail(n_far + 0.5)
assert abs(half_step - 2*np.pi) < 1e-3


# ---- Images in a perfect conductor ----
def image_sum(height):
    """Field of the image layer on a dipole, reciprocal-space sum."""
    g = 2*np.pi*np.sqrt(square_sites(12))
    return np.sum(2*np.pi*g*np.exp(-2*g*height/a))


def image_sum_real(height, n=300):
    z = 2*height/a
    r2 = square_sites(n)
    return np.sum((2*z*z - r2)/(r2 + z*z)**2.5) - tail(n + 0.5)


image_results = []
for height in (2.0, 1.5):
    T = image_sum(height)
    assert abs(T - image_sum_real(height)) < 1e-5
    image_results.append((height, T, 1 + alpha*(S - T)/a**3))

# ---- Finite dipole length, field taken at the midpoint ----
length = 1.0  # angstrom
r2 = square_sites(300)
r2 = r2[r2 > 0]
S_length = np.sum((r2 + (length/(2*a))**2)**-1.5) + tail(300.5)
factor_length = 1 + alpha*S_length/a**3

# ---- Disorder in a periodic supercell ----
rng = np.random.default_rng(7)
M = 21
k = np.arange(M, dtype=float)
gx, gy = np.meshgrid(k, k, indexing="ij")
grid = np.stack([gx.ravel(), gy.ravel()], axis=1)


def supercell_factor(points):
    """p0 divided by the mean normal moment of the occupied sites."""
    sep = points[:, None, :] - points[None, :, :]
    sep -= M*np.round(sep/M)
    dist = np.sqrt(np.sum(sep**2, axis=2))
    np.fill_diagonal(dist, np.inf)
    coupling = dist**-3 + tail(M/2)/M**2
    matrix = np.eye(len(points)) + alpha/a**3*coupling
    return 1/np.mean(np.linalg.solve(matrix, np.ones(len(points))))


assert abs(supercell_factor(grid) - factor) < 1e-4
vacancy_fraction, rms = 0.10, 0.3
kept = round((1 - vacancy_fraction)*M*M)
vacancy_factor = np.mean([
    supercell_factor(grid[rng.permutation(M*M)[:kept]]) for _ in range(20)])
shifted_factor = np.mean([
    supercell_factor(grid + rng.normal(0, rms/a, grid.shape))
    for _ in range(20)])
assert abs(vacancy_factor - (1 + (1 - vacancy_fraction)*x)) < 0.02
assert shifted_factor > factor

# ---- Nonlinear response and macroscopic field ----
bohr = const.physical_constants["Bohr radius"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
gamma_au = 1e4  # rough second hyperpolarisability
alpha_au = alpha*(ang/bohr)**3
nonlinear = gamma_au*(field/field_unit)**2/(6*alpha_au)
film_nm = 50.0
film_field = step/(film_nm*1e-9)

# ---- Printed numbers ----
print(f"lattice spacing a = {a:.1f} angstrom")
print(f"polarisability volume = {alpha:.1f} angstrom^3")
print(f"isolated normal moment p0 = {p0_debye:.2f} D")
print(f"temperature = {temperature:.0f} K")
for n in (1, 2, 10):
    print(f"N={n}: direct sum {direct_sum(n):.4f}, "
          f"integral {4*ROOT2/(n+0.5):.4f}, "
          f"correction {-5*ROOT2/(12*(n+0.5)**3):.4f}, "
          f"S {lattice_sum(n):.4f}")
    print(f"N={n}: factor p0/p = {1+alpha*lattice_sum(n)/a**3:.4f}")
print(f"S, N=100 = {S:.6f}")
print(f"S from zeta functions = {S_zeta:.6f}")
print(f"alpha/a^3 = {alpha/a**3:.6f}")
print(f"x = {x:.4f}")
print(f"depolarisation factor p0/p = {factor:.4f}")
print(f"remaining fraction p/p0 = {1/factor:.4f}")
print(f"wrong first-order fraction 1-x = {1-x:.4f}")
print(f"nearest neighbours only, p0/p = {1+4*alpha/a**3:.4f}")
print(f"spacing 5 angstrom, p0/p = {1+alpha*S/5.0**3:.4f}")
print(f"17x17 patch centre, p0/p = {1/small[2]:.4f}")
print(f"33x33 patch centre, p0/p = {1/large[2]:.4f}")
print(f"patches extrapolated, p0/p = {normal_patch:.4f}")
print(f"in-plane formula, p/p0 = {inplane_gain:.4f}")
print(f"in-plane patches extrapolated, p/p0 = {inplane_patch:.4f}")
print(f"moment in the layer p = {p/debye:.4f} D")
print(f"local field magnitude = {field/1e8:.2f} MV/cm")
print(f"step without depolarisation = {step0:.3f} eV")
print(f"step with depolarisation = {step:.3f} eV")
print(f"energy per site = {energy/const.e*1e3:.2f} meV")
print(f"thermal energy kT = {kT/const.e*1e3:.2f} meV")
for height, T, image_factor in image_results:
    print(f"image plane {height:.1f} angstrom below: T = {T:.3f}, "
          f"p0/p = {image_factor:.3f}")
print(f"dipole length {length:.1f} angstrom: p0/p = {factor_length:.3f}")
print(f"vacancies {100*vacancy_fraction:.0f} %: p0/p = {vacancy_factor:.3f}")
print(f"displacements {rms:.1f} angstrom rms per axis: "
      f"p0/p = {shifted_factor:.3f}")
print(f"rough hyperpolarisability = {gamma_au:.0f} atomic units")
print(f"nonlinear/linear induced moment = {nonlinear:.1e}")
print(f"film thickness = {film_nm:.0f} nm")
print(f"macroscopic film field = {film_field/1e8:.3f} MV/cm")
print(f"film field/local field = {100*film_field/field:.2f} %")
print("every check passed")
```

Output:

```
lattice spacing a = 4.0 angstrom
polarisability volume = 5.0 angstrom^3
isolated normal moment p0 = 0.50 D
temperature = 298 K
N=1: direct sum 5.4142, integral 3.7712, correction -0.1746, S 9.0109
N=1: factor p0/p = 1.7040
N=2: direct sum 6.8065, integral 2.2627, correction -0.0377, S 9.0316
N=2: factor p0/p = 1.7056
N=10: direct sum 8.4954, integral 0.5387, correction -0.0005, S 9.0336
N=10: factor p0/p = 1.7058
S, N=100 = 9.033622
S from zeta functions = 9.033622
alpha/a^3 = 0.078125
x = 0.7058
depolarisation factor p0/p = 1.7058
remaining fraction p/p0 = 0.5863
wrong first-order fraction 1-x = 0.2942
nearest neighbours only, p0/p = 1.3125
spacing 5 angstrom, p0/p = 1.3613
17x17 patch centre, p0/p = 1.6566
33x33 patch centre, p0/p = 1.6798
patches extrapolated, p0/p = 1.7045
in-plane formula, p/p0 = 1.5453
in-plane patches extrapolated, p/p0 = 1.5468
moment in the layer p = 0.2931 D
local field magnitude = 12.40 MV/cm
step without depolarisation = 1.177 eV
step with depolarisation = 0.690 eV
energy per site = 6.46 meV
thermal energy kT = 25.68 meV
image plane 2.0 angstrom below: T = 0.327, p0/p = 1.680
image plane 1.5 angstrom below: T = 1.749, p0/p = 1.569
dipole length 1.0 angstrom: p0/p = 1.697
vacancies 10 %: p0/p = 1.633
displacements 0.3 angstrom rms per axis: p0/p = 1.726
rough hyperpolarisability = 10000 atomic units
nonlinear/linear induced moment = 2.9e-04
film thickness = 50 nm
macroscopic film field = 0.138 MV/cm
film field/local field = 1.11 %
every check passed
```
